\section*{Effective Surface Recombination Velocity from Charge Neutrality and an Interface-State Integral}

\section{A velocity that rises with fixed charge}

A p-type semiconductor surface under an insulator carries a fixed positive charge. At an excess density of $10^{14}\,\mathrm{cm^{-3}}$, the scheme below gives effective recombination velocities of 2830, 2140, 2500 and 437 cm/s for fixed charges of 0, 1, 2 and $5\times10^{11}$ elementary charges per $\mathrm{cm^2}$. Charge bends the bands and keeps one carrier away from the surface, yet doubling it from 1 to $2\times10^{11}\,\mathrm{cm^{-2}}$ raises the velocity by 17\%. A rise alone needs only one class of interface states, because positive charge on p-type material first brings the electron and hole capture rates closer together. The fall followed by a rise, the dip, comes in this model from two classes with opposite capture asymmetry.

The surface is at $x=0$ and the semiconductor fills $x>0$. The inner edge of the space-charge layer is at $x=d$, where the excess electron and hole densities both equal $\Delta n$. With $U$ the steady recombination rate per area at the surface,
\begin{equation}
S=\frac{U}{\Delta n}.
\end{equation}
Centimetres, seconds and electronvolts are the natural units here; sheet charges are counted in elementary charges per area.

The model is one-dimensional, with uniform, fully ionized doping, Boltzmann statistics, no gate charge and no field in the insulator. Recombination between $0$ and $d$ is neglected. Interface states exchange electrons with the two bands but not with each other.

\section{Charge in the semiconductor}

Let $n_0,p_0$ be the equilibrium bulk densities, $n_0p_0=n_i^2$, and $n_d=n_0+\Delta n$, $p_d=p_0+\Delta n$. Let $u(x)$ be the electrostatic potential relative to the edge in units of $kT/q$; positive $u$ attracts electrons. If both quasi-Fermi levels are flat between $0$ and $d$, then
\begin{equation}
n=n_de^{u},\qquad p=p_de^{-u}.
\label{flat}
\end{equation}
The net ionized doping is $n_0-p_0=n_d-p_d$. With $\lambda=\varepsilon kT/q^2$, Poisson's equation reads
\begin{align}
\lambda u''&=-(p-n+n_d-p_d)\nonumber\\
&=n_d(e^u-1)-p_d(e^{-u}-1).
\end{align}
The right side is $dF/du$ for
\begin{equation}
F(u)=n_d(e^u-1-u)+p_d(e^{-u}-1+u).
\end{equation}
Multiplication by $u'$ and integration from the neutral interior, where $u=u'=0$, give $\lambda u'^2/2=F$. Since $u$ decays inwards, $u'=-\mathrm{sgn}(u)\sqrt{2F/\lambda}$. The semiconductor charge is the integral of $p-n+n_d-p_d=-\lambda u''$, hence
\begin{equation}
N_{sc}=\lambda u'(0)=-\mathrm{sgn}(u_s)\sqrt{2\lambda F(u_s)},
\label{nsc}
\end{equation}
where $u_s=u(0)$. Positive bending means negative semiconductor charge.

\section{Occupancy and recombination}

A state at energy $E$, measured from the intrinsic level at the surface, has capture coefficients $c_n,c_p$ and occupancy $f$. Define $n_1=n_ie^{E/kT}$ and $p_1=n_ie^{-E/kT}$. In equilibrium electron capture, $c_nn_s(1-f)$, balances emission, $e_nf$. There $(1-f)/f=n_1/n_s$, so $e_n=c_nn_1$; likewise the hole emission coefficient is $c_pp_1$. (A degeneracy factor can be absorbed in $E$.) These coefficients are kept under injection. In steady state the net captures of electrons and holes are equal:
\begin{equation}
c_nn_s(1-f)-c_nn_1f=c_pp_sf-c_pp_1(1-f).
\end{equation}
With $a=c_nn_s+c_pp_1$, which fills the state, and $b=c_nn_1+c_pp_s$, which empties it, $f=a/(a+b)$. The net electron capture is then
\begin{align}
R&=c_n\frac{n_s b-n_1a}{a+b}
=\frac{c_nc_p(n_sp_s-n_1p_1)}{a+b}\nonumber\\
&=\frac{n_sp_s-n_i^2}{(n_s+n_1)/c_p+(p_s+p_1)/c_n}.
\end{align}
The terms $c_nn_sn_1$ cancelled in the numerator. By (\ref{flat}),
\begin{equation}
n_sp_s-n_i^2=n_dp_d-n_0p_0=\Delta n\,(n_0+p_0+\Delta n).
\end{equation}
Summing over classes $j$ with densities $D_j(E)$ and dividing by $\Delta n$ gives
\begin{equation}
S=(n_0+p_0+\Delta n)\sum_j\int\frac{D_j\,dE}
{\dfrac{n_s+n_1}{c_{p,j}}+\dfrac{p_s+p_1}{c_{n,j}}}.
\label{S}
\end{equation}
This form avoids subtracting two nearly equal numbers at low injection.

\section{Neutrality has one root}

Donor-like states are positive when empty and acceptor-like states negative when filled, so
\begin{equation}
N_{it}=\int\left[D_d(1-f_d)-D_af_a\right]dE .
\end{equation}
The surface potential follows from
\begin{equation}
G(u)=N_{sc}(u)+N_{it}(u)+N_f=0,
\label{G}
\end{equation}
with $N_f$ the fixed charge. Since $da/du=c_nn_s$ and $db/du=-c_pp_s$,
\begin{equation}
\frac{df}{du}=\frac{c_nn_s\,b+c_pp_s\,a}{(a+b)^2}>0 .
\end{equation}
Both classes therefore become more negative as $u$ rises. Equation (\ref{nsc}) gives
\begin{equation}
\frac{dN_{sc}}{du}=-\sqrt{\frac{\lambda}{2F}}\left|\frac{dF}{du}\right|<0,
\end{equation}
because $dF/du$ has the sign of $u$. At $u=0$ this is $0/0$; there $F\simeq(n_d+p_d)u^2/2$, and the slope is $-\sqrt{\lambda(n_d+p_d)}$. Thus $G$ falls strictly. $N_{it}$ is bounded while $N_{sc}$ runs from $+\infty$ to $-\infty$, so exactly one root exists.

\section{Algorithm, cost and stability}

\begin{verbatim}
input: n0, p0, dn, Nf, state classes, energy nodes
nd = n0 + dn;  pd = p0 + dn
lo = -1;  while G(lo) <= 0: lo = 2*lo
hi = +1;  while G(hi) >= 0: hi = 2*hi
u = 0
repeat
    ns = nd*exp(u);  ps = pd*exp(-u)
    evaluate G and dG/du, with f from ns, ps
    step = -G/(dG/du)
    if |step| < 1e-10: u = u + step; stop
    if G > 0: lo = u   else: hi = u
    if lo < u+step < hi: u = u + step
    else:                u = (lo+hi)/2
ns = nd*exp(u);  ps = pd*exp(-u)
S = energy integral
compute losses of both carriers; accept or reject
\end{verbatim}

The bracket always contains the root, and a Newton step that would leave it is replaced by bisection. Near $u=0$, $F$ should be formed with a library function for $e^u-1$, since the leading terms cancel. The subtraction of $u$ still leaves a relative error of about $10^{-16}/|u|$, so for very small $|u|$ the series $u^2/2+u^3/6$ is the better form. The convergence test must precede the choice between Newton step and bisection: once $u$ is itself an end of the bracket, a step lost in rounding would otherwise trigger a needless bisection.

The energy integrands vary on the scale $kT$, which sets the panel width. Here a gap of 1.1 eV is divided into 44 panels with 8 Gauss--Legendre nodes each, or 352 nodes per class. The cost of one evaluation of $G$ is proportional to nodes times classes. A discrete level should enter as a separate term of the sum, not as a narrow peak on this grid.

\section{When the levels are not flat}

Recombination needs carrier flow, and flow needs a gradient of the quasi-Fermi level. Write $n=\alpha(x)e^u$ with $\alpha(d)=n_d$. The electron flux towards the surface, with the Einstein relation, is
\begin{equation}
U=D_n(n'-nu')=D_ne^u\alpha'.
\end{equation}
Neglecting recombination inside the layer makes $U$ constant, so integration from $0$ to $d$ gives $\alpha(0)=n_d(1-\delta_n)$. The same steps with $p=\beta e^{-u}$ give the hole loss:
\begin{equation}
\delta_n=\frac{U}{D_nn_d}\int_0^d e^{-u}dx,\qquad
\delta_p=\frac{U}{D_pp_d}\int_0^d e^{u}dx .
\label{loss}
\end{equation}
Inserting the flat-level $U$ and $u$ yields first-order estimates. The profile comes from $dx=|du|/\sqrt{2F/\lambda}$. Since $u$ has an exponential tail, $d$ needs a convention; here $|u(d)|=0.001$. Strictly, $n_d$ and $p_d$ belong to $u=0$. At the cut-off each density differs from them by 0.1\%, which for the holes of p-type material need not be small compared with $\Delta n$; there $\Delta n$ should be read as the excess electron density, which requires $\Delta n\gg10^{-3}n_0$. For smaller $\Delta n$ it is only the parameter in $n_d$ and $p_d$.

Small losses alone do not suffice. The rate is driven by $n_sp_s-n_i^2$, and $n_sp_s$ has become $n_dp_d(1-\delta_n)(1-\delta_p)$. To first order the driving term falls by the fraction
\begin{equation}
\eta=\frac{\delta_n+\delta_p}{\chi},\qquad
\chi=1-\frac{n_i^2}{n_dp_d}.
\label{eta}
\end{equation}
The acceptance condition is $\eta\ll1$. For $\Delta n$ far above the equilibrium minority density, $\chi\simeq1$ and the losses themselves decide. For $\Delta n\ll n_0$ in p-type material, $\chi\simeq\Delta n/n_0$: the losses then vanish with $\Delta n$, but $\eta$ does not.

\section{Worked example}

The parameters are round model values: $T=300$ K, $kT=0.02585$ eV, $n_i=10^{10}\,\mathrm{cm^{-3}}$, relative permittivity 12, and $10^{16}$ acceptors per $\mathrm{cm^3}$. Hence $p_0=10^{16}$, $n_0=10^4\,\mathrm{cm^{-3}}$ and $\lambda=1.714\times10^5\,\mathrm{cm^{-1}}$. Diffusivities are $D_n=25$ and $D_p=10\,\mathrm{cm^2/s}$.

Each class has a constant density $D_0=5\times10^{10}$ plus a tail with $D_t=10^{13}\,\mathrm{cm^{-2}eV^{-1}}$ at its band edge, decaying into the gap over $w=0.05$ eV. The donor tail starts at the valence band, the acceptor tail at the conduction band. Donors have $c_n=10^{-7}$, $c_p=10^{-9}\,\mathrm{cm^3/s}$; acceptors have these values exchanged.

Take $N_f=2\times10^{11}\,\mathrm{cm^{-2}}$ and $\Delta n=10^{14}\,\mathrm{cm^{-3}}$. The iterates of $u$ are 0, 3.283, 6.360, 5.481, 5.308, 5.306 and 5.306, all reached by Newton steps. The root, 0.137 V, gives $n_s=2.015\times10^{16}$ and $p_s=5.01\times10^{13}\,\mathrm{cm^{-3}}$. The charges balance as
\begin{equation}
(-1.470-0.530+2.000)\times10^{11}\,\mathrm{cm^{-2}}=0 .
\end{equation}
Equation (\ref{S}) gives $S=2497$ cm/s, or 25.0 m/s. Without $N_{it}$ in (\ref{G}), the bending would be 6.44 and $S$ only 1278 cm/s. In this case the states thus act twice, as recombination centres and as negative charge that weakens the bending.

A hand estimate shows which states matter. Let
\begin{equation}
A=\frac{n_s}{c_p}+\frac{p_s}{c_n}.
\end{equation}
The denominator in (\ref{S}) is close to $A$ between $E_-=-kT\ln(c_nA/n_i)$ and $E_+=kT\ln(c_pA/n_i)$. At each end it cuts off the integrand as a Fermi step, whose area equals that of a sharp step. The constant density thus contributes $D_0(E_+-E_-)/A$ if both ends lie well inside the gap and well apart. Near $E_+$ the denominator is $A(1+e^{y/kT})$ with $y=E-E_+$. For the acceptor tail, $t=e^{y/kT}$ and $s=kT/w<1$ lead to
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{y/w}dy}{1+e^{y/kT}}
=kT\int_0^\infty\frac{t^{s-1}dt}{1+t}=\frac{\pi kT}{\sin\pi s}.
\end{equation}
For acceptors $A=(2.015+0.501)\times10^{23}=2.52\times10^{23}\,\mathrm{s\,cm^{-6}}$, $E_+-E_-=0.643$ eV and $E_+=0.381$ eV. The constant part supplies $3.21\times10^{10}\,\mathrm{cm^{-2}}$ effective states. The tail supplies $10^{13}e^{-(0.55-0.381)/0.05}\times0.0813\simeq2.8\times10^{10}\,\mathrm{cm^{-2}}$. Hence
\begin{equation}
S\simeq\frac{1.01\times10^{16}}{2.52\times10^{23}}\,(6.0\times10^{10})
\simeq2.4\times10^3\ \mathrm{cm/s}.
\end{equation}
This is about 4\% below the quadrature. Omitting the donor class lowers the estimate; letting the tail integral run past the band edge raises it, but by less.

\section{Why the dip appears}

The product $n_sp_s=n_dp_d$ does not depend on $u$. At fixed product, the sum $A$ is smallest when its two terms are equal, $c_nn_s=c_pp_s$, or
\begin{equation}
u_*=\frac12\ln\frac{c_pp_d}{c_nn_d}.
\end{equation}
With $p_d/n_d=101$, donors have $u_*=\frac12\ln1.01=0.005$ and acceptors $u_*=\frac12\ln10100=4.61$. The two classes are most active at different bendings, separated by the logarithm of the chosen ratio 100 between the capture coefficients. The dip depends on that choice: at the same geometric mean, a ratio of 10 leaves a dip of only about 2\%, and equal coefficients give a single maximum. In units of $10^{23}\,\mathrm{s\,cm^{-6}}$, the computed surface densities give:

\begin{center}
\begin{tabular}{ccccc}
$N_f$ ($10^{11}\,\mathrm{cm^{-2}}$) & $u_s$ & $A_d$ & $A_a$ & $S$ (cm/s)\\
0 & 0.51 & 2.27 & 60.8 & 2830\\
1 & 3.27 & 26.3 & 4.11 & 2140\\
2 & 5.31 & 201 & 2.52 & 2500\\
5 & 8.05 & 3140 & 31.4 & 437
\end{tabular}
\end{center}

At zero fixed charge donors dominate; at $2\times10^{11}\,\mathrm{cm^{-2}}$ acceptors do. At $1\times10^{11}\,\mathrm{cm^{-2}}$ the bending lies between the two optima, and both $A$ are at least twice their common minimum, 2.01. The four rows miss the extrema: the acceptor optimum 4.61 falls between the second and third rows, and as $N_f$ rises $S$ has its minimum, about 1780 cm/s, near $0.7\times10^{11}$ and its maximum, about 2990 cm/s, near $1.5\times10^{11}\,\mathrm{cm^{-2}}$. The sum $1/A_d+1/A_a$ is 0.46, 0.28, 0.40 and 0.03 in the inverse unit and reproduces the dip. The velocities vary less than this sum because a larger $A$ also widens the active energy range and admits more tail states. The same structure explains why ignoring the bending altogether gives 2990 cm/s, only 20\% above the velocity at the correct root: $u=0$ happens to lie at the donor optimum.

\section{Limits of the result}

For the main case, (\ref{loss}) gives $\delta_n=2.7\times10^{-3}$ and $\delta_p=0.8\times10^{-3}$, with $d=0.38\,\mu\mathrm{m}$. Transport can be included by solving Poisson's equation together with the equations for $\alpha$ and $\beta$. The conditions are $u=0$, $\alpha=n_d$ and $\beta=p_d$ at $d$; at the surface, $-\lambda u'=N_{it}+N_f$, and $U$ equals the state-integrated rate. Collocation then gives $S=2490$ cm/s, 0.26\% lower. This is less than $\delta_n+\delta_p=0.35\%$ because the denominators in the rate fall as well.

With both diffusivities divided by 100, the same calculation gives 1979 cm/s, 21\% below the flat-level value, with losses of 0.21 and 0.07. The first-order estimates would be 0.27 and 0.08; they use the flat-level $U$ and $u$. The smaller $U$ accounts for the electron loss, $0.266\times0.79=0.21$. For holes it would give 0.065; the rest comes from the changed profile, whose surface bending rises from 5.31 to 5.46 and enlarges $\int e^u\,dx$.

Low injection is the more serious limit. At $N_f=2\times10^{11}\,\mathrm{cm^{-2}}$ the flat-level results are:

\begin{center}
\begin{tabular}{cccc}
$\Delta n$ ($\mathrm{cm^{-3}}$) & $u_s$ & $S$ (cm/s) & $\delta_n$\\
$10^{8}$ & 11.4 & $7.5\times10^5$ & 0.80\\
$10^{10}$ & 10.0 & $9.1\times10^4$ & 0.098\\
$10^{12}$ & 8.1 & $1.06\times10^4$ & 0.011\\
$10^{14}$ & 5.3 & $2.50\times10^3$ & 0.0027\\
$10^{16}$ & 2.1 & $9.1\times10^2$ & 0.0005
\end{tabular}
\end{center}

Here $\chi\simeq1$, and $\delta_p$ stays below $1.3\times10^{-3}$. The first row must be rejected; in the second the estimated electron loss is about 10\%. For $\Delta n\to0$ the bending tends to its dark value, 12.9, and (\ref{S}) to $1.3\times10^7$ cm/s. In that limit $\eta\simeq(S/D_n)\int e^{-u}dx$, apart from the hole term. The first row gives $D_n^{-1}\int e^{-u}dx\simeq\delta_n/S=1.1\times10^{-6}$ s/cm. Carried over to the dark bending as a rough value, it makes $\eta$ about 14. The limit of the formula is finite, but it is not a velocity that diffusion can supply.

The convention for $d$ matters at the level of these losses. In the tail $u$ decays over $\sqrt{\lambda/(n_d+p_d)}=0.041\,\mu\mathrm{m}$ in the main case, so a threshold ten times smaller moves $d$ inwards by $0.041\ln10\simeq0.094\,\mu\mathrm{m}$. The added diffusion loss is $S\times0.094\,\mu\mathrm{m}/D_n\simeq10^{-3}$. A device model that uses $S$ as a boundary condition should apply it at the same $d$, which must be short compared with the bulk diffusion length. That alone does not justify neglecting recombination between $0$ and $d$: its rate per area, divided by $\Delta n$, must also be small compared with $S$.

Boltzmann statistics fail when strong charge drives a surface density towards the effective band density, here $n_ie^{1.1\,\mathrm{eV}/2kT}=1.7\times10^{19}\,\mathrm{cm^{-3}}$ for both bands. The largest surface density among the cases tabulated here, $3.1\times10^{17}\,\mathrm{cm^{-3}}$, is about 2\% of it. Beyond this regime (\ref{flat}), $F$ and the emission terms must all be replaced together.
